# Why concerted proton-electron transfer can beat stepwise transfer at an electrode

**Question.** A phenol-type molecule AH is hydrogen-bonded to a base B near an inert anode. Oxidation takes an electron into the metal and moves the proton to B. The two particles may go one after the other, in either order, or in one concerted step. The concerted step asks for two things at once, which looks like a handicap. Under what conditions is it nevertheless the fastest route?

**Answer.**

## Mechanism: what each route must pay

Four states form a square: the reactant R = AH···B; state E, in which only the electron has left; state P, in which only the proton has moved; and the product C = A•···HB⁺. The charge label of B is formal; for a carboxylate, the protonated base is neutral.

Let the overpotential \(\eta\) be positive in the anodic direction and zero when R and C have equal free energy. At \(\eta=0\) the intermediates lie at \(G_E\) and \(G_P\) above R. Let \(W\) be the amount by which the two transfers help each other:

\[
0=G_E+G_P+W .
\]

A hole on A repels the proton, so removing the electron makes AH far more acidic, and \(W<0\). Since \(G_E+G_P=|W|\), the lower intermediate cannot lie above \(|W|/2\). A stepwise route performs one transfer before the other can help it. The concerted route collects \(W\) within the step, but the electron must jump while the proton changes wells, and the small overlap of the two proton states reduces the coupling. The solvent, which must reorganise on every route, can favour either side.

## Reorganisation energy

Treat the solvent as a linear dielectric with optical permittivity \(\varepsilon_\infty\) and static permittivity \(\varepsilon_s\), bounded by a perfect metal. If a charge change has electrostatic energy \(U_0\) without solvent, it has \(U_0/\varepsilon_\infty\) when only the fast polarisation follows and \(U_0/\varepsilon_s\) after full relaxation. The energy released by the slow part is the reorganisation energy,

\[
\lambda=U_0\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\right),\qquad
U_0=\frac{e^2}{8\pi\varepsilon_0}\sum_{ij}q_iq_jM_{ij}.
\]

Represent each charge by a Gaussian of width \(\sigma_i\). The interaction of two Gaussians equals that of a point charge with one Gaussian of variance \(\sigma_i^2+\sigma_j^2\), and the metal adds images of opposite sign:

\[
M_{ij}=\frac{\operatorname{erf}(R_{ij}/w_{ij})}{R_{ij}}-\frac{\operatorname{erf}(R'_{ij}/w_{ij})}{R'_{ij}},\qquad w_{ij}^2=2(\sigma_i^2+\sigma_j^2),
\]

where \(R'_{ij}\) is the distance to the image. For \(i=j\) the first term tends to \(2/(\sqrt\pi\,w_{ii})=1/a_i\), with effective radius \(a_i=\sqrt\pi\,\sigma_i\).

Because \(\lambda\) is quadratic in the charge change, adding the electron and proton changes gives

\[
\lambda_C=\lambda_E+\lambda_P+2\lambda_{EP}.
\]

The cross term is the interaction of the new hole with the displaced proton charge. It is negative here because the proton moves away from the hole. A proton moving towards the hole would make the direct part of this term positive.

## Crossing energies

Let \(X=(X_E,X_P)\) be the solvent contributions to the two energy gaps, and let \(\Lambda\) be the matrix with diagonal \(\lambda_E,\lambda_P\) and off-diagonal \(\lambda_{EP}\). With \(n=(1,0),(0,1),(1,1)\) for E, P, C, the free-energy surfaces are

\[
U_R=\tfrac14X^T\Lambda^{-1}X,\qquad U_n=U_R+n\cdot X+\lambda_n+G_n,\qquad \lambda_n=n^T\Lambda n .
\]

The minimum of \(U_n\) is at \(X=-2\Lambda n\), where \(U_n=\lambda_n-2\lambda_n+\lambda_n+G_n=G_n\), as it should be.

R and \(n\) cross where \(n\cdot X=-(\lambda_n+G_n)\). Minimising \(U_R\) on this line with a multiplier \(\mu\) gives \(\tfrac12\Lambda^{-1}X=\mu n\), so \(X=2\mu\Lambda n\). The constraint then gives \(2\mu\lambda_n=-(\lambda_n+G_n)\), and

\[
U^\ddagger=\mu^2\lambda_n=\frac{(\lambda_n+G_n)^2}{4\lambda_n}.
\]

For the electron step that follows proton transfer, the gap is \(U_C-U_P=X_E+\lambda_C-\lambda_P+G_C-G_P\). At the minimum of P, \(X_E=-2\lambda_{EP}\), so the gap there is \(\lambda_E+G_C-G_P\). This step therefore has reorganisation energy \(\lambda_E\), like the first electron step of the other route.

## Rate into the metal

Thermal motion on \(U_R\) gives \(X\) the covariance \(2kT\Lambda\). The gap to a final state with the electron at metal energy \(\varepsilon\), measured from the Fermi level, is thus Gaussian with mean \(\lambda+\Delta G+\varepsilon\) and variance \(2\lambda kT\). For weak coupling \(V\) and a constant density of metal levels \(\rho\), the golden rule summed over empty levels gives

\[
k=\frac{\Gamma}{\hbar}F(\lambda,\Delta G),\qquad \Gamma=2\pi V^2\rho,
\]
\[
F(\lambda,\Delta G)=\int\frac{d\varepsilon}{1+e^{-\varepsilon/kT}}\,
\frac{e^{-(\lambda+\Delta G+\varepsilon)^2/4\lambda kT}}{\sqrt{4\pi\lambda kT}} .
\]

To read this integral, expand the square. With \(a=(\lambda+\Delta G)/2\lambda\), the exponent is \(-(\lambda+\Delta G)^2/4\lambda kT-a\varepsilon/kT-\varepsilon^2/4\lambda kT\). Drop the last term and put \(y=e^{-\varepsilon/kT}\). The remaining integral is \(kT\int_0^\infty y^{a-1}dy/(1+y)=\pi kT/\sin\pi a\) for \(0<a<1\), so

\[
F\approx\frac{\pi kT}{\sin(\pi a)\sqrt{4\pi\lambda kT}}\,e^{-(\lambda+\Delta G)^2/4\lambda kT}.
\]

Differentiating \(\pi/\sin\pi a\) twice with respect to \(a\) gives the effect of the dropped term. The leading relative correction is \(-(kT/4\lambda)\,\pi^2(1+\cos^2\pi a)/\sin^2\pi a\). The numbers below use the full integral; the closed form shows where they come from.

## A ceiling for the stepwise routes

Proton steps may be fast or slow. To avoid assuming a speed, bound the stepwise rates from above. From R, intermediate \(i\) is entered at rate \(k_i\), left backwards at \(k_{-i}\) and left towards C at \(k'_i\). A visit succeeds with probability \(p_i=k'_i/(k_{-i}+k'_i)\) and lasts \(\tau_i=1/(k_{-i}+k'_i)\) on average. With \(K=\sum_ik_i\), the mean time \(\tau\) from R to C obeys

\[
\tau=\frac1K+\sum_i\frac{k_i}{K}\left[\tau_i+(1-p_i)\tau\right]
\;\Rightarrow\;
\frac1\tau=\frac{\sum_i k_ip_i}{1+\sum_i k_i\tau_i}\le\sum_i k_ip_i .
\]

Each term \(k_ip_i=k_ik'_i/(k_{-i}+k'_i)\) is at most \(k_i\), and also at most \((k_i/k_{-i})k'_i\). Use the first bound for electron-first transfer and the second for proton-first transfer, where \(k_P/k_{-P}=e^{-G_P/kT}\):

\[
k_{\text{E-first}}\le\frac\Gamma\hbar F(\lambda_E,G_E-e\eta),\qquad
k_{\text{P-first}}\le\frac\Gamma\hbar e^{-G_P/kT}F(\lambda_E,-G_P-e\eta).
\]

These are forward rates; return from C is not counted.

At \(\eta=0\) the second ceiling takes the form of the first. In \(F(\lambda,-G)\) reverse the sign of \(\varepsilon\). The occupation factor becomes \(e^{-\varepsilon/kT}/(1+e^{-\varepsilon/kT})\). With \(u=G+\varepsilon\), the identity \((\lambda-u)^2=(\lambda+u)^2-4\lambda u\) turns the Gaussian into that of \(F(\lambda,G)\) times \(e^{u/kT}\). The factors multiply to \(e^{G/kT}\), so

\[
e^{-G/kT}F(\lambda,-G)=F(\lambda,G).
\]

Either charged intermediate therefore limits its route through the same function of its energy.

## Vibronic coupling

In the concerted step the proton ground state moves by \(d\). For harmonic wells of frequency \(\omega\) and proton mass \(m\), the ground state is proportional to \(e^{-x^2/2\ell^2}\) with \(\ell^2=\hbar/m\omega\). The overlap of two such states is \(S=e^{-d^2/4\ell^2}\). If \(V\) does not depend on the proton position, the coupling is \(VS\) and the rate carries

\[
S^2=e^{-g},\qquad g=\frac{d^2}{2\ell^2}.
\]

The displaced ground state is an eigenstate of the lowering operator with eigenvalue \(\sqrt g\), up to sign. Its amplitudes on successive levels thus have ratio \(\sqrt{g/\nu}\), and normalisation gives the weight \(e^{-g}g^\nu/\nu!\) for product level \(\nu\). That channel costs an additional \(\nu\hbar\omega\).

The donor-acceptor distance fluctuates, and \(d\) with it. For a classical spring \(k_R\) the variance is \(s^2=kT/k_R\). Averaging \(e^{-d^2/2\ell^2}\) over a Gaussian centred at \(d_0\) is a convolution of two Gaussians, in which the variances add:

\[
\langle S^2\rangle=\left(1+\frac{s^2}{\ell^2}\right)^{-1/2}\exp\left[-\frac{d_0^2}{2(\ell^2+s^2)}\right].
\]

The integrand peaks at \(d^*=d_0\ell^2/(\ell^2+s^2)\): the concerted step favours moments when the bond is compressed. In a stepwise electron transfer the proton stays in its well, so its overlap is taken as one.

## The criterion

At \(\eta=0\), with the small excited channels left out, the concerted step beats both ceilings together if

\[
\langle S^2\rangle F(\lambda_C,0)>F(\lambda_E,G_E)+F(\lambda_E,G_P).
\]

This is sufficient for winning, whatever the proton speeds. It is not necessary, since slow proton steps can hold the real stepwise rates well below their ceilings.

If one intermediate, at \(G\), dominates, the crossing energies differ by

\[
\frac{(\lambda_E+G)^2}{4\lambda_E}-\frac{\lambda_C}{4}
=\frac G2+\frac{G^2}{4\lambda_E}+\frac{\lambda_E-\lambda_C}{4}.
\]

The first two terms are the gain from avoiding the charged intermediate, and the third is the gain or loss in reorganisation. Their sum, divided by \(kT\), must exceed \(\ln(1/\langle S^2\rangle)\), apart from the slowly varying prefactors.

## Numbers for a plating-bath antioxidant

Take round parameters for a phenolic antioxidant held by a short, strong hydrogen bond to a carboxylate ligand in a mildly acid plating bath: \(G_E=0.40\) eV and \(G_P=0.30\) eV at 298.15 K, where \(kT=0.02569\) eV. The hole has radius 0.35 nm and lies 0.60 nm from the metal, with the hydrogen bond parallel to the surface. The permittivities are 1.8 and 78. Since \(e^2/8\pi\varepsilon_0=0.720\) eV nm,

\[
\lambda_E=0.720\left(\frac1{1.8}-\frac1{78}\right)\left(\frac1{0.35}-\frac1{1.20}\right)=0.791\ \text{eV}.
\]

The proton charge, of radius 0.20 nm, starts 0.35 nm from the hole and moves \(d_0=0.040\) nm away. This adds \(\lambda_P=0.040\) eV and \(2\lambda_{EP}=-0.120\) eV, so \(\lambda_C=0.711\) eV. A separate integration of the field energy over the solvent gives the same \(\lambda_E\), \(\lambda_P\) and \(\lambda_C\) to four decimals.

The crossing energies are 0.178 eV for the concerted step, 0.448 eV electron-first and 0.376 eV proton-first. The gap to the better stepwise route is

\[
0.150+0.028+0.020=0.198\ \text{eV},
\]

in the order of the three terms above. Its Boltzmann factor is about \(2.3\times10^3\); the full integrals give \(1.540\times10^{-4}/7.52\times10^{-8}\approx2.0\times10^3\).

Against this stands the overlap. A proton quantum of 0.35 eV gives \(\ell=0.0109\) nm, and \(k_R=80\) N/m gives \(s=0.0072\) nm. Hence \(\ell^2+s^2=1.70\times10^{-4}\) nm² and

\[
\langle S^2\rangle=0.835\exp\left(-\frac{1.60\times10^{-3}}{3.40\times10^{-4}}\right)=7.6\times10^{-3}.
\]

With \(\Gamma=0.10\) meV for every electron step, the concerted rate is \(1.8\times10^5\) s⁻¹. The ceilings are \(7.8\times10^2\) s⁻¹ electron-first and \(1.1\times10^4\) s⁻¹ proton-first. The concerted step wins by a factor of 14.5 over their sum.

That factor can be split by first removing the intermediate energies at fixed \(\lambda_E\), then changing \(\lambda_E\) to \(\lambda_C\), then adding the proton overlap. The three factors are about 840, 2.3 and 1/130. In this example the avoided intermediates supply most of the gain, and vibronic coupling takes back much of it. Reorganisation helps modestly, but only because the moving charge is taken to shift by no more than the proton jump; the last section shows how this can change.

## When the answer can reverse

The ratios below compare the concerted rate with the summed stepwise ceilings. A ratio below one removes the guarantee that the concerted step wins. It actually loses only if the proton steps are fast enough for the real stepwise rate to exceed the concerted one. When the ratio is far below one, a stepwise rate well under its ceiling is enough.

**Low intermediates.** With both intermediates at zero energy the ratio falls to 0.0086. The concerted step still pays for overlap but avoids nothing. If the two energies are equal, they must exceed 0.218 eV for it to beat the summed ceilings, with the other parameters held fixed.

A weaker base shows the same limit. It raises \(G_P\) and, with \(W\) fixed, lowers \(G_E\) equally. Take \(G_E=0.10\) and \(G_P=0.60\) eV. The electron-first route dominates, and the energy advantage is \(0.050+0.003+0.020=0.073\) eV, worth a factor of 17. Multiplied by \(\langle S^2\rangle\), this gives about 0.13, so the concerted rate falls below the electron-first ceiling.

**Long proton jumps.** At \(d_0=0.0503\) nm the concerted rate only equals the summed ceilings. A change of 0.01 nm thus cancels the factor of 14.5. At 0.060 nm, a jump found in longer hydrogen bonds, the ratio is only about 0.04. With the other parameters of this example, the guarantee therefore holds only for short bonds.

**Large overpotential.** The ratio first rises and then falls: it is about 23 at 0.2 V and 6 at 0.4 V. The slopes of the crossing energies explain this. At \(\eta=0\) the concerted barrier falls by 0.50 eV per volt, the proton-first barrier by \((\lambda_E-G_P)/2\lambda_E=0.31\) and the electron-first barrier by \((\lambda_E+G_E)/2\lambda_E=0.75\). The concerted step therefore gains on the proton-first route, which dominates at first, but loses ground to the electron-first route, which overtakes the other by 0.2 V. The concerted step drops below the summed ceilings at 0.61 V.

**Deuterium.** The heavier particle has a smaller \(\ell\), and the concerted rate falls by a factor of about 3.4 to 3.5 (the lower value includes thermally excited proton levels of the reactant). The ceilings contain no proton overlap and do not change if \(G_E\) and \(G_P\) are held fixed. An isotope effect alone does not prove concerted transfer, because a stepwise route limited by a proton step can show one too.

## How far the model carries to a real bath

The intermediate energies correspond to 6.8 and 5.1 pK units. This is roughly the gap between a phenol radical cation or a phenol, respectively, and a carboxylic acid. The other parameters are round values, not fitted ones, and the proton jump of 0.040 nm represents a short, strong hydrogen bond rather than a typical one. The full overpotential is assumed to act between the metal and the molecule; in a real double layer part of it can drop farther out. The rates refer to one bonded complex at a fixed position, so they are not a current density: a real bath also contains unbonded molecules, adsorbed films and further oxidation steps.

Changing one assumption at a time moves the ratio of 14.5 as follows:

- A bath at 323 K, with free energies held fixed, gives 8.8.
- An inner-shell reorganisation of 0.20 eV in each electron step gives 12.
- Complete ionic screening leaves it at 14.5.
- A tilted bond with a field of 10 MV/cm along it, stabilising the transferred proton by 0.040 eV, gives 5.6 if the reorganisation energies of the parallel bond are kept and \(\eta\) is re-zeroed at the shifted equilibrium; at fixed electrode potential it gives 6.9. The 0.040 eV counts only the proton's own displacement. A dipole change of 0.08 to 0.11 e nm along the bond, as estimated in the last item, would shift the level by 0.08 to 0.11 eV and bring the re-zeroed ratio down to between about 2 and 1.
- Replacing the classical variance of the donor-acceptor distance by the quantum one, for a mass of 40 u, gives 16. This overstates the quantum effect, because it ignores the energy exchanged with that motion. A rigid distance gives 2.3.
- Using the compressed jump \(d^*=0.028\) nm for the moving charge gives 12.
- In a real phenol-carboxylate pair electron density shifts along with the proton, so the charge moves farther than the proton does. Small-basis Hartree-Fock estimates for phenol-formate give a dipole change of 0.10 to 0.13 e nm (0.08 to 0.11 e nm along the bond) for a 0.040 nm jump, the spread coming from the basis. Displacing the model charge by 0.08, 0.12 or 0.20 nm at fixed proton jump gives \(\lambda_C=0.71\), 0.79 or 1.08 eV and ratios of 14, 6.6 or 0.34. The help from reorganisation can therefore vanish or turn into a handicap.

The harmonic proton wells are a weak point. Observed O-H stretches in bonds as short as a 0.040 nm jump implies tend to lie below 0.35 eV; a quantum of 0.22 eV would raise the ratio to about 60. At \(d^*\) they cross only 0.11 eV above the zero-point level, so a realistic double well could change the overlap appreciably, and the ratio is proportional to \(\langle S^2\rangle\). Weak electronic coupling is consistent with the chosen \(\Gamma\): \(\Gamma/kT=0.004\), and \(\Gamma\tau/\hbar=0.08\) for a rough solvent time \(\tau=0.5\) ps. A strongly adsorbed molecule can violate it, and the golden-rule comparison then no longer applies. The numerical output lists the remaining intermediate values.

## Numbers as computed

```
Temperature 298.15 K, kT = 0.02569 eV
Height above metal 0.60 nm; hole radius 0.35 nm; proton-charge radius 0.20 nm
Hole-to-proton distance 0.35 nm; mean proton jump 0.040 nm
Permittivities: optical 1.8, static 78.0
Intermediates: G_E = 0.40 eV, G_P = 0.30 eV, W = -0.70 eV
Same in pK units: 6.8 and 5.1
lam_E = 0.7908 eV, lam_P = 0.0402 eV, 2 lam_EP = -0.1198 eV
lam_C = 0.7112 eV
Field-energy check lam_E, lam_P, lam_C: 0.7908, 0.0402, 0.7112 eV
Crossing energies: concerted 0.1778, electron-first 0.4483, proton-first 0.3762 eV
Proton quantum 0.350 eV; ell = 0.01089 nm
Distance force constant 80 N/m; spread s = 0.00717 nm
S^2 at rigid distance = 1.174e-03; averaged <S^2> = 7.556e-03
<S^2> from finite-difference states = 7.552e-03
Decay test: rate/width = 0.3699, squared overlap = 0.3679
F(lam_C,0) = 1.540e-04; closed form 1.663e-04
F(lam_E,G_E) = 5.103e-09; closed form 6.030e-09
F(lam_E,G_P) = 7.521e-08; closed form 8.456e-08
Level width Gamma = 0.10 meV; Gamma/hbar = 1.519e+11 1/s
Concerted rate = 1.769e+05 1/s
Electron-first ceiling = 7.752e+02 1/s
Proton-first ceiling = 1.143e+04 1/s
Concerted / summed stepwise ceilings = 14.50
log10 ratio parts: intermediates +2.926, reorganisation +0.356, vibronic -2.121
log10 ratio total = +1.161
H/D ratio of the concerted rate = 3.50
eta 0.2 V: concerted 5.43e+06, electron-first 1.37e+05, proton-first 1.03e+05 1/s
eta 0.4 V: concerted 6.68e+07, electron-first 1.03e+07, proton-first 4.26e+05 1/s
eta 0.6 V: concerted 3.66e+08, electron-first 3.28e+08, proton-first 9.05e+05 1/s
eta 0.8 V: concerted 1.14e+09, electron-first 4.48e+09, proton-first 1.20e+06 1/s
Critical overpotential = 0.613 V
Critical equal intermediate energy = 0.218 eV
Critical proton jump = 0.0503 nm
Ratio with both intermediates at 0 eV = 8.59e-03
Neglected effects, as the changed concerted/stepwise ratio:
  bath at 323.15 K: 8.75
  inner-shell reorganisation 0.20 eV in each electron step: 11.96
  complete ionic screening: 14.47
  field 10 MV/cm along the bond, shift 0.040 eV: 5.55
  quantum distance motion (40 u), s^2 factor 1.065: 15.72
  rigid distance: 2.26
  charge displacement at compressed jump 0.0279 nm: 12.40
Diabatic well crossing above zero-point level at that jump = 0.112 eV
First excited product level / ground channel = 8.98e-04
Gamma/kT = 0.0039; Gamma tau/hbar = 0.076 for solvent time 0.5 ps
```
